# Dispersion coefficients from mapped Gauss-Legendre quadrature on the imaginary frequency axis: verification in Python

```python
"""Dispersion coefficient C6 from polarizabilities at imaginary frequency.

Result under test: C6 = (3/pi) * integral_0^inf alpha_A(i w) alpha_B(i w) dw.
With w = scale*(1+t)/(1-t) and n-point Gauss-Legendre quadrature in t, the
error for one oscillator per species falls by rho**2 per added point, where
rho = min[sqrt(1+s)+sqrt(s)], s = 2*E*scale/(E**2+scale**2).
The exact value is London's 1.5*aA*aB*EA*EB/(EA+EB).
aA, aB: static polarizability volumes (angstrom^3); EA, EB: energies (eV).
The molecular part (NH3) works internally in atomic units.
"""
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants as sc
from pyscf import gto, scf, dft, ao2mo
from pyscf.tdscf import rhf as tdrhf

HARTREE = sc.value('Hartree energy in eV')
BOHR = sc.value('Bohr radius') * 1e10
C6_UNIT = HARTREE * BOHR**6
LIGHT = 1 / sc.fine_structure

# ---------- two oscillators: quadrature against the closed form ----------
aA, EA, aB, EB = 2.0, 16.0, 5.5, 8.0
best_scale = np.sqrt(EA * EB)
london = 1.5 * aA * aB * EA * EB / (EA + EB)


def mapped_rule(n, scale):
    t, w = np.polynomial.legendre.leggauss(n)
    return scale * (1 + t) / (1 - t), 2 * scale * w / (1 - t)**2


def oscillator(alpha0, energy, w):
    return alpha0 * energy**2 / (energy**2 + w**2)


def relative_error(n, scale):
    w, weight = mapped_rule(n, scale)
    product = oscillator(aA, EA, w) * oscillator(aB, EB, w)
    return 3 / np.pi * np.sum(weight * product) / london - 1


def ellipse_rho(scale):
    s = np.array([2 * E * scale / (E**2 + scale**2) for E in (EA, EB)])
    return np.min(np.sqrt(1 + s) + np.sqrt(s))


# Zero-point energy of two coupled three-dimensional oscillators
R = 10.0
shift = 0.0
for coupling in (1, 1, -2):
    off = coupling * np.sqrt(aA * aB) * EA * EB / R**3
    modes = np.linalg.eigvalsh([[EA**2, off], [off, EB**2]])
    shift += 0.5 * (np.sum(np.sqrt(modes)) - EA - EB)
c6_modes = -shift * R**6
assert abs(c6_modes / london - 1) < 1e-4  # higher orders in alpha/R^3 remain
assert abs(relative_error(12, best_scale)) < 1e-7


def rigorous_bound(n, scale):
    phase = np.exp(1j * np.linspace(0, 2 * np.pi, 1441))
    bounds = []
    for r in np.linspace(1.05, 0.995 * ellipse_rho(scale), 150):
        t = (r * phase + 1 / (r * phase)) / 2
        w = scale * (1 + t) / (1 - t)
        g = oscillator(aA, EA, w) * oscillator(aB, EB, w)
        g = g * 2 * scale / (1 - t)**2 * 3 / np.pi
        bounds.append(64 / 15 * np.max(abs(g)) * r**(-2 * n) / (1 - r**-2))
    return min(bounds) / london


for n in range(2, 11):
    for scale in (4.0, best_scale, 40.0):
        assert abs(relative_error(n, scale)) <= rigorous_bound(n, scale)

# Asymptotic rate, measured with 60-digit arithmetic
mp.mp.dps = 60


def precise_rule(n):
    rule = []
    for start in np.polynomial.legendre.leggauss(n)[0]:
        x = mp.mpf(float(start))
        for _ in range(3):
            p0, p1 = mp.mpf(1), x
            for k in range(2, n + 1):
                p0, p1 = p1, ((2 * k - 1) * x * p1 - (k - 1) * p0) / k
            slope = n * (x * p1 - p0) / (x * x - 1)
            x -= p1 / slope
        rule.append((x, 2 / ((1 - x * x) * slope**2)))
    return rule


def precise_error(rule, scale):
    scale = mp.mpf(float(scale))
    ea, eb = mp.mpf(EA), mp.mpf(EB)
    total = mp.mpf(0)
    for t, weight in rule:
        w2 = (scale * (1 + t) / (1 - t))**2
        g = ea**2 * eb**2 / ((ea**2 + w2) * (eb**2 + w2))
        total += weight * g * 2 * scale / (1 - t)**2
    exact = mp.pi * ea * eb / (2 * (ea + eb))
    return abs(total / exact - 1)


early_rules = [precise_rule(n) for n in range(20, 26)]
late_rules = [precise_rule(n) for n in range(50, 56)]
measured_factor = {}
for scale in (4.0, best_scale, 40.0):
    early = max(precise_error(rule, scale) for rule in early_rules)
    late = max(precise_error(rule, scale) for rule in late_rules)
    rate = float(mp.log(early / late)) / 30
    measured_factor[scale] = np.exp(rate)
    # the oscillating envelope is sampled at six n only
    assert abs(rate / (2 * np.log(ellipse_rho(scale))) - 1) < 0.03
assert measured_factor[best_scale] > measured_factor[4.0]
assert measured_factor[best_scale] > measured_factor[40.0]
scan = np.geomspace(2, 80, 4001)
scan_best = scan[np.argmax([ellipse_rho(x) for x in scan])]
assert abs(scan_best / best_scale - 1) < 2e-3

# ---------- angular factors of the multipole interaction ----------
s, t = sp.symbols('s t')
a = sp.symbols('a0:3')
b = sp.symbols('b0:3')
separation = [t * b[i] - s * a[i] + (1 if i == 2 else 0) for i in range(3)]
coulomb = 1 / sp.sqrt(sum(x**2 for x in separation))
dip_dip = sp.diff(coulomb, s, t).subs({s: 0, t: 0})
dip_quad = (sp.diff(coulomb, s, t, t) / 2).subs({s: 0, t: 0})
golden = (1 + 5**0.5) / 2
vertices = []
for u in (1, -1):
    for v in (golden, -golden):
        vertices += [(0, u, v), (u, v, 0), (v, 0, u)]
vertices = np.array(vertices) / np.sqrt(1 + golden**2)
f11 = sp.lambdify((*a, *b), dip_dip)
f12 = sp.lambdify((*a, *b), dip_quad)
mean11 = np.mean([f11(*p, *q)**2 for p in vertices for q in vertices])
mean12 = np.mean([f12(*p, *q)**2 for p in vertices for q in vertices])
assert abs(9 * mean11 - 6) < 1e-10 and abs(15 * mean12 - 15) < 1e-10
axes = np.eye(3)
tensor = np.array([[float(f11(*p, *q)) for q in axes] for p in axes])
mean_field2 = np.mean(np.sum((vertices @ tensor)**2, axis=1))
assert abs(mean_field2 - 2) < 1e-10

# Retarded dipole coupling from the screened wave exp(-k r)/r
r, k = sp.symbols('r k', positive=True)
wave = sp.exp(-k * r) / r
along = sp.diff(wave, r, 2) - k**2 * wave
across = sp.diff(wave, r) / r - k**2 * wave
x = k * r
poly = x**4 + 2 * x**3 + 5 * x**2 + 6 * x + 3
difference = (along**2 + 2 * across**2) * r**6 * sp.exp(2 * x) - 2 * poly
assert sp.simplify(difference) == 0

# ---------- NH3 from time-dependent Hartree-Fock ----------
bond, angle = 1.01, 107.0
sin_tilt = 2 / np.sqrt(3) * np.sin(np.radians(angle / 2))
atoms = [('N', (0.0, 0.0, 0.0))]
for phi in 2 * np.pi * np.arange(3) / 3:
    atoms.append(('H', (bond * sin_tilt * np.cos(phi),
                        bond * sin_tilt * np.sin(phi),
                        -bond * np.sqrt(1 - sin_tilt**2))))
mol = gto.M(atom=atoms, basis='aug-cc-pvdz', verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged


def response_matrices(field):
    """A+B and A-B; the integral transformation is kept in memory."""
    integrals = field.mol.intor('int2e', aosym='s8')
    library_transform = ao2mo.general

    def transform_in_memory(molecule, orbitals, *args, **kwargs):
        return library_transform(integrals, orbitals, *args, **kwargs)

    ao2mo.general = transform_in_memory
    try:
        A, B = tdrhf.get_ab(field)
    finally:
        ao2mo.general = library_transform
    size = A.shape[0] * A.shape[1]
    A, B = A.reshape(size, size), B.reshape(size, size)
    return A + B, A - B


def transitions(field, operators):
    occ = field.mo_coeff[:, field.mo_occ > 0]
    vir = field.mo_coeff[:, field.mo_occ == 0]
    return np.array([(occ.T @ op @ vir).ravel() for op in operators])


def spectrum(plus, minus, d):
    val, vec = np.linalg.eigh(minus)
    assert val.min() > 0
    root = (vec * np.sqrt(val)) @ vec.T
    square, z = np.linalg.eigh(root @ plus @ root)
    assert square.min() > 0
    return np.sqrt(square), 4 * np.mean((d @ root @ z)**2, axis=0)


def double_sum(e1, f1, e2, f2):
    return np.sum(np.outer(f1 / e1, f2 / e2) / (e1[:, None] + e2[None, :]))


dipole_ops = mol.intor('int1e_r')
rr = mol.intor('int1e_rr').reshape(3, 3, mol.nao, mol.nao)
quad_ops = np.array([rr[2, 2] - (rr[0, 0] + rr[1, 1]) / 2,
                     np.sqrt(3) * rr[0, 2], np.sqrt(3) * rr[1, 2],
                     np.sqrt(3) * rr[0, 1],
                     np.sqrt(3) / 2 * (rr[0, 0] - rr[1, 1])])
plus, minus = response_matrices(mf)
minus_inv = np.linalg.inv(minus)
d1, d2 = transitions(mf, dipole_ops), transitions(mf, quad_ops)
levels, strengths = spectrum(plus, minus, d1)
levels2, strengths2 = spectrum(plus, minus, d2)


def alpha_imag(d, w):
    solution = np.linalg.solve(plus + w**2 * minus_inv, d.T)
    return 4 * np.sum(d * solution.T) / len(d)


def finite_field(op, strength):
    values = []
    for sign in (1, -1):
        h = mf.get_hcore() + sign * strength * op
        m = scf.RHF(mol)
        m.chkfile = None
        m.get_hcore = lambda *args: h
        m.conv_tol, m.conv_tol_grad = 1e-12, 1e-8
        m.kernel(mf.make_rdm1())
        values.append(np.sum(m.make_rdm1() * op))
    return -(values[0] - values[1]) / (2 * strength)


alpha_zz = alpha_imag(d1[2:3], 0.0)
alpha_xx = alpha_imag(d1[0:1], 0.0)
field_zz = finite_field(dipole_ops[2], 5e-4)
assert abs(field_zz / alpha_zz - 1) < 5e-4   # cubic response remains
quad_zz = alpha_imag(d2[0:1], 0.0)
assert abs(finite_field(quad_ops[0], 2e-4) / quad_zz - 1) < 2e-3

alpha0 = alpha_imag(d1, 0.0)
c6_exact = 1.5 * double_sum(levels, strengths, levels, strengths)


def nh3_error(n, scale_ev):
    w, weight = mapped_rule(n, scale_ev / HARTREE)
    alpha = np.array([alpha_imag(d1, x) for x in w])
    return 3 / np.pi * np.sum(weight * alpha**2) / c6_exact - 1


nh3_errors = {n: nh3_error(n, EA) for n in (4, 8, 12, 16, 40)}
assert abs(nh3_errors[12]) < 1e-4 and abs(nh3_errors[40]) < 1e-7
wide_scale = np.sqrt(levels[0] * levels[-1]) * HARTREE
wide_errors = {n: nh3_error(n, wide_scale) for n in (8, 16)}

# Effective oscillator of NH3 and its transfer to the soft partner B
e_eff = 4 * c6_exact / (3 * alpha0**2)
assert abs(e_eff * HARTREE / EA - 1) < 0.2
assert abs(alpha0 * BOHR**3 / aA - 1) < 0.2
aB_au, EB_au = aB / BOHR**3, EB / HARTREE
w, weight = mapped_rule(40, EA / HARTREE)
alpha1 = np.array([alpha_imag(d1, x) for x in w])
alpha2 = np.array([alpha_imag(d2, x) for x in w])
c6_mixed = 3 / np.pi * np.sum(weight * alpha1 * oscillator(aB_au, EB_au, w))
mixed_sum = 1.5 * double_sum(levels, strengths, np.array([EB_au]),
                             np.array([aB_au * EB_au**2]))
assert abs(c6_mixed / mixed_sum - 1) < 1e-7
c6_mixed_london = 1.5 * alpha0 * aB_au * e_eff * EB_au / (e_eff + EB_au)
half_ratio = alpha_imag(d1, e_eff) / alpha0

# ---------- neglected effects for an NH3 pair ----------
temperature = 600.0
kT = sc.k * temperature / sc.e / HARTREE
R_au = R / BOHR
c8 = 15 / np.pi * np.sum(weight * alpha1 * alpha2)
c8_sum = 7.5 * double_sum(levels, strengths, levels2, strengths2)
assert abs(c8 / c8_sum - 1) < 1e-6
c8_share = c8 / (c6_exact * R_au**2)
x = w * R_au / LIGHT
damp = np.exp(-2 * x) * (x**4 + 2 * x**3 + 5 * x**2 + 6 * x + 3) / 3
retardation = np.sum(weight * alpha1**2 * damp) / np.sum(weight * alpha1**2)
mu = np.linalg.norm(mf.dip_moment(unit='AU', verbose=0))
mu_debye = mu * sc.value('atomic unit of electric dipole mom.') * sc.c * 1e21
c6_orient = mu**4 / (3 * kT)
c6_induct = 2 * alpha0 * mu**2
cosine, cw = np.polynomial.legendre.leggauss(16)
sine = np.sqrt(1 - cosine**2)
boltzmann = 0.0
for phi in 2 * np.pi * np.arange(16) / 16:
    V = np.outer(sine, sine) * np.cos(phi) - 2 * np.outer(cosine, cosine)
    V *= mu**2 / R_au**3
    boltzmann += cw @ np.exp(-V / kT) @ cw / (4 * 16)
c6_orient_full = kT * np.log(boltzmann) * R_au**6
assert abs(c6_orient_full / c6_orient - 1) < 0.01


def c6_of(field):
    p, m = response_matrices(field)
    e, f = spectrum(p, m, transitions(field, field.mol.intor('int1e_r')))
    return 1.5 * double_sum(e, f, e, f)


ks = dft.RKS(mol)
ks.chkfile = None
ks.xc = 'pbe0'
ks.grids.level = 1
ks.kernel()
assert ks.converged
c6_pbe0 = c6_of(ks)
mol_big = gto.M(atom=atoms, verbose=0,
                basis={'N': 'aug-cc-pvtz', 'H': 'aug-cc-pvdz'})
mf_big = scf.RHF(mol_big)
mf_big.chkfile = None
mf_big.kernel()
assert mf_big.converged
c6_big = c6_of(mf_big)

# ---------- output ----------
print(f"Oscillator A: {aA:.1f} angstrom^3, {EA:.1f} eV")
print(f"Oscillator B: {aB:.1f} angstrom^3, {EB:.1f} eV")
print(f"London C6: {london:.6f} eV angstrom^6 = {london/C6_UNIT:.4f} a.u.")
print(f"C6 from coupled modes at {R:.0f} angstrom: {c6_modes:.4f} eV angstrom^6")
print(f"Best scale: {best_scale:.4f} eV")
for n in (2, 4, 6, 8, 10, 12):
    print(f"Two-oscillator relative error, n={n}: "
          f"{relative_error(n, best_scale):.2e}")
print(f"Rigorous relative bound, n=8: {rigorous_bound(8, best_scale):.2e}")
for scale in (4.0, best_scale, 40.0):
    print(f"Scale {scale:.2f} eV: rho {ellipse_rho(scale):.4f}, "
          f"rho^2 {ellipse_rho(scale)**2:.3f}")
    print(f"  measured factor per point {measured_factor[scale]:.3f}, "
          f"relative error n=8 {relative_error(8, scale):.2e}")
print(f"NH3 geometry: N-H {bond:.2f} angstrom, H-N-H {angle:.0f} degrees")
print(f"NH3 mean static polarizability: {alpha0*BOHR**3:.4f} angstrom^3")
print(f"NH3 polarizability along axis: {alpha_zz*BOHR**3:.4f} angstrom^3")
print(f"Same from finite field: {field_zz*BOHR**3:.4f} angstrom^3")
print(f"NH3 polarizability across axis: {alpha_xx*BOHR**3:.4f} angstrom^3")
print(f"NH3 oscillator-strength sum: {strengths.sum():.3f} (10 electrons)")
print(f"NH3 response levels: lowest {levels[0]*HARTREE:.2f} eV, "
      f"highest {levels[-1]*HARTREE:.1f} eV")
print(f"NH3-NH3 C6, double sum: {c6_exact*C6_UNIT:.4f} eV angstrom^6"
      f" = {c6_exact:.3f} a.u.")
for n, error in nh3_errors.items():
    print(f"NH3 relative error, scale {EA:.0f} eV, n={n}: {error:.2e}")
for n, error in wide_errors.items():
    print(f"NH3 relative error, scale {wide_scale:.1f} eV, n={n}: {error:.2e}")
print(f"NH3 effective oscillator energy: {e_eff*HARTREE:.3f} eV")
print(f"NH3 alpha(i E_eff)/alpha(0): {half_ratio:.4f} (one oscillator: 0.5)")
print(f"NH3-B C6, full response: {c6_mixed*C6_UNIT:.4f} eV angstrom^6")
print(f"NH3-B C6, two oscillators: {c6_mixed_london*C6_UNIT:.4f} eV angstrom^6")
print(f"NH3-B two-oscillator deviation: {100*(c6_mixed_london/c6_mixed-1):.2f} %")
print(f"Pair conditions: {R:.0f} angstrom, {temperature:.0f} K")
print(f"C8 term relative to C6 term: {100*c8_share:.2f} %")
print(f"Retardation change of dispersion: {100*(retardation-1):.3f} %")
print(f"NH3 dipole moment: {mu_debye:.3f} debye")
print(f"Orientation free-energy C6: {c6_orient*C6_UNIT:.3f} eV angstrom^6")
print(f"Same, full Boltzmann average: {c6_orient_full*C6_UNIT:.3f} eV angstrom^6")
print(f"Induction C6: {c6_induct*C6_UNIT:.3f} eV angstrom^6")
print(f"NH3-NH3 C6 with PBE0 response: {c6_pbe0*C6_UNIT:.3f} eV angstrom^6"
      f" ({100*(c6_pbe0/c6_exact-1):+.2f} %)")
print(f"NH3-NH3 C6 with larger N basis: {c6_big*C6_UNIT:.3f} eV angstrom^6"
      f" ({100*(c6_big/c6_exact-1):+.2f} %)")
print("success")
```

Output:

```
Oscillator A: 2.0 angstrom^3, 16.0 eV
Oscillator B: 5.5 angstrom^3, 8.0 eV
London C6: 88.000000 eV angstrom^6 = 147.2737 a.u.
C6 from coupled modes at 10 angstrom: 88.0009 eV angstrom^6
Best scale: 11.3137 eV
Two-oscillator relative error, n=2: -1.78e-02
Two-oscillator relative error, n=4: 9.52e-04
Two-oscillator relative error, n=6: 5.38e-05
Two-oscillator relative error, n=8: 9.82e-07
Two-oscillator relative error, n=10: -1.97e-08
Two-oscillator relative error, n=12: -1.73e-09
Rigorous relative bound, n=8: 1.18e-04
Scale 4.00 eV: rho 1.8987, rho^2 3.605
  measured factor per point 3.525, relative error n=8 1.95e-05
Scale 11.31 eV: rho 2.3648, rho^2 5.592
  measured factor per point 5.626, relative error n=8 9.82e-07
Scale 40.00 eV: rho 1.7969, rho^2 3.229
  measured factor per point 3.198, relative error n=8 3.35e-04
NH3 geometry: N-H 1.01 angstrom, H-N-H 107 degrees
NH3 mean static polarizability: 1.8662 angstrom^3
NH3 polarizability along axis: 1.9049 angstrom^3
Same from finite field: 1.9050 angstrom^3
NH3 polarizability across axis: 1.8469 angstrom^3
NH3 oscillator-strength sum: 8.419 (10 electrons)
NH3 response levels: lowest 7.40 eV, highest 500.3 eV
NH3-NH3 C6, double sum: 44.9782 eV angstrom^6 = 75.274 a.u.
NH3 relative error, scale 16 eV, n=4: -1.20e-03
NH3 relative error, scale 16 eV, n=8: -3.41e-06
NH3 relative error, scale 16 eV, n=12: 9.39e-08
NH3 relative error, scale 16 eV, n=16: 1.35e-08
NH3 relative error, scale 16 eV, n=40: 1.89e-14
NH3 relative error, scale 60.8 eV, n=8: -6.54e-05
NH3 relative error, scale 60.8 eV, n=16: 1.23e-07
NH3 effective oscillator energy: 17.219 eV
NH3 alpha(i E_eff)/alpha(0): 0.4972 (one oscillator: 0.5)
NH3-B C6, full response: 83.1403 eV angstrom^6
NH3-B C6, two oscillators: 84.0987 eV angstrom^6
NH3-B two-oscillator deviation: 1.15 %
Pair conditions: 10 angstrom, 600 K
C8 term relative to C6 term: 7.40 %
Retardation change of dispersion: -0.323 %
NH3 dipole moment: 1.609 debye
Orientation free-energy C6: 16.839 eV angstrom^6
Same, full Boltzmann average: 16.839 eV angstrom^6
Induction C6: 6.032 eV angstrom^6
NH3-NH3 C6 with PBE0 response: 49.758 eV angstrom^6 (+10.63 %)
NH3-NH3 C6 with larger N basis: 45.471 eV angstrom^6 (+1.10 %)
success
```
